\section*{The Contact Knight Shift from Pauli Susceptibility and Fermi-Surface Density, part 2}

Which electron density at the nucleus multiplies the spin susceptibility in the contact Knight shift \(K=\Delta B/B_0\) of a nonmagnetic metal? Here \(B_0\) is the applied field, along \(z\), and \(\Delta B\) is the mean extra field along \(z\) that the electron spins produce at the nucleus.

The electrons are independent, in a fixed potential, and nonrelativistic, with \(g=2\) and no spin-orbit coupling. There is one atom per primitive cell of volume \(\Omega\). The nucleus is a point at a site of cubic symmetry, taken as the origin. The sample is a sphere unless another shape is named. Gaussian units come first, and SI forms are given separately.

"Up" (\(\uparrow\)) and "down" (\(\downarrow\)) denote the direction of the electron's moment, not of its spin. The field lowers the energy of an up electron by \(\mu_BB_0\) and raises that of a down electron by the same amount, where \(\mu_B\) is the positive Bohr magneton. The Bloch function \(\psi_{\mathbf k}\) of wave vector \(\mathbf k\) is normalised to one in \(\Omega\). \(E_F\) is the Fermi energy without field, and \(k_F\) is the free-electron Fermi wave number.

The density of electrons with moment direction \(\tau\) and the magnetisation density along \(z\) are
\begin{equation}
n_\tau(\mathbf r)=\frac{\Omega}{8\pi^3}
\int_{\text{occupied},\,\tau}|\psi_{\mathbf k}(\mathbf r)|^2\,d^3k ,
\label{eq:density}
\end{equation}
\begin{equation}
m(\mathbf r)=\mu_B\left[n_\uparrow(\mathbf r)-n_\downarrow(\mathbf r)\right].
\label{eq:m}
\end{equation}

For a cubic site in a spherical sample, the field at the nucleus is the contact field alone:
\begin{equation}
\Delta B=\frac{8\pi}{3}m(0)
\qquad\text{(Gaussian)},
\label{eq:contactG}
\end{equation}
\begin{equation}
\Delta B=\frac{\mu_0}{4\pi}\,\frac{8\pi}{3}m(0)
=\frac23\mu_0m(0)
\qquad\text{(SI)}.
\label{eq:contactSI}
\end{equation}

In a sample of another shape \(S\), the distant matter adds, in Gaussian units,
\begin{equation}
B_{\mathrm{shape}}=\left(\frac{4\pi}{3}-D\right)M .
\label{eq:shape}
\end{equation}
Here \(M\) is the cell average of \(m\), and \(D=-\partial^2\Phi_S/\partial p_z^2\) at the position of the nucleus, with \(\Phi_S(\mathbf p)=\int_S d^3r/|\mathbf r-\mathbf p|\). In the middle of a long needle along the field \(D=0\), and in the middle of a wide plate perpendicular to it \(D=4\pi\).

\subsection{Two Fermi surfaces in a weak field}

Let \(E_{\mathbf k}\) be the band energy without field, and let \(h=\mu_BB_0\). The field changes the energies to
\begin{equation}
E_{\mathbf k\uparrow}=E_{\mathbf k}-h,
\qquad
E_{\mathbf k\downarrow}=E_{\mathbf k}+h .
\end{equation}
For each moment direction the added energy is a constant in space, so the orbitals do not change. Only the occupations do. At zero temperature and chemical potential \(\mu\), the up states are filled where \(E_{\mathbf k}<\mu+h\), and the down states where \(E_{\mathbf k}<\mu-h\).

Let \(A_{\mathbf k}\) be any smooth quantity belonging to an orbital. Its sum over the filled states of one moment direction, per atom, is
\begin{equation}
Q_A(E)=\frac{\Omega}{8\pi^3}\int_{E_{\mathbf k}<E}A_{\mathbf k}\,d^3k .
\end{equation}
Raising \(E\) by \(dE\) adds a shell in \(\mathbf k\) space. Its thickness is \(dE/|\nabla_{\mathbf k}E|\), because the energy rises by \(|\nabla_{\mathbf k}E|\) per unit distance along the normal. Thus
\begin{equation}
Q_A'(E)=\frac{\Omega}{8\pi^3}
\int_{E_{\mathbf k}=E}\frac{A_{\mathbf k}\,dS}{|\nabla_{\mathbf k}E|}.
\label{eq:Qprime}
\end{equation}
For \(A=1\) this is the density of states of one moment direction. The density of states per atom for both directions is
\begin{equation}
N(E)=2Q_1'(E)=\frac{2\Omega}{8\pi^3}
\int_{E_{\mathbf k}=E}\frac{dS}{|\nabla_{\mathbf k}E|}.
\label{eq:dos}
\end{equation}
The corresponding Fermi-surface average is
\begin{equation}
\langle A\rangle_F=\frac{Q_A'(E_F)}{Q_1'(E_F)}
=\frac{\int_F A_{\mathbf k}\,dS/|\nabla_{\mathbf k}E|}
{\int_F dS/|\nabla_{\mathbf k}E|}.
\label{eq:average}
\end{equation}

The difference between the up and down sums is
\begin{equation}
\Delta A=Q_A(\mu+h)-Q_A(\mu-h)
=2hQ_A'(\mu)+O(h^3),
\end{equation}
since the even powers of \(h\) cancel. The expansion assumes that \(Q_A\) and \(Q_1\) are smooth near \(E_F\) and that \(h\) is small compared with the energies over which their derivatives vary; if \(E_F\) lies at a singularity of the density of states, the error need not be of order \(h^3\). The electron number fixes \(\mu\):
\begin{equation}
Q_1(\mu+h)+Q_1(\mu-h)=2Q_1(E_F).
\end{equation}
Expanding the left side about \(E_F\) to second order in \(h\) gives
\begin{equation}
2Q_1'(E_F)(\mu-E_F)+h^2Q_1''(E_F)=0,
\qquad
\mu-E_F=-\frac{h^2N'(E_F)}{2N(E_F)} .
\label{eq:mu}
\end{equation}
Replacing \(\mu\) by \(E_F\) therefore changes \(\Delta A\) only in order \(h^3\), and
\begin{equation}
\Delta A=hN(E_F)\langle A\rangle_F+O(h^3).
\label{eq:response}
\end{equation}
States deep inside both Fermi surfaces cancel, whatever their density at the nucleus. The weight \(1/|\nabla_{\mathbf k}E|\) appears because a slow part of the surface must move farther in \(\mathbf k\) space to change its energy by \(h\).

At a finite temperature \(T\), with Fermi function \(f\), the difference is
\begin{equation}
\Delta A=\int Q_A'(E)\,[f(E-h)-f(E+h)]\,dE
\simeq2h\int Q_A'(E)\left(-\frac{df}{dE}\right)dE .
\end{equation}
The function \(-df/dE\) has unit area and is even about \(\mu\). The first correction from its width is thus quadratic in \(k_BT\), as is the thermal shift of \(\mu\) at fixed number. Equation \eqref{eq:response} holds when \(k_BT\) is small compared with the energies over which \(N(E)\) and \(Q_A'(E)\) vary.

\subsection{Susceptibility, spin density and shift}

Put \(A_{\mathbf k}=1\) in \eqref{eq:response}. The excess of up electrons per atom is \(hN(E_F)\), and the moment per atom is
\begin{equation}
\mu_BhN(E_F)=\mu_B^2N(E_F)B_0 .
\end{equation}
The Pauli susceptibility per atom is therefore
\begin{equation}
\chi_{\mathrm{at}}=\mu_B^2N(E_F)=\Omega\chi_v .
\label{eq:chi}
\end{equation}
Here \(\chi_v\) is the dimensionless susceptibility per volume, and \(\chi_{\mathrm{at}}\) is a volume. The difference between the applied field and the field inside the sample would change this only by a relative amount of order \(\chi_v\), which is neglected.

Now put \(A_{\mathbf k}=|\psi_{\mathbf k}(0)|^2\), and write its average as
\begin{equation}
P_F=\left\langle|\psi_{\mathbf k}(0)|^2\right\rangle_F .
\end{equation}
Equation \eqref{eq:response} gives \(n_\uparrow(0)-n_\downarrow(0)=hN(E_F)P_F\). Multiplication by \(\mu_B\) yields
\begin{equation}
m(0)=\mu_B^2N(E_F)P_FB_0=\chi_{\mathrm{at}}P_FB_0 .
\end{equation}
With the contact field \((8\pi/3)m(0)\), the Knight shift is
\begin{equation}
\boxed{K=\frac{8\pi}{3}\chi_{\mathrm{at}}P_F}
\qquad\text{(Gaussian)}.
\label{eq:KG}
\end{equation}
It is positive: the majority moments point along the field, and the contact field points along the magnetisation.

In SI, \(B_0=\mu_0H_0\), and the susceptibility is the moment divided by \(H_0\). Hence
\begin{equation}
\chi_{\mathrm{at}}^{\mathrm{SI}}=\mu_0\mu_B^2N(E_F),
\qquad
m(0)=\frac{\chi_{\mathrm{at}}^{\mathrm{SI}}P_FB_0}{\mu_0}.
\end{equation}
The contact field \((2/3)\mu_0m(0)\) then gives
\begin{equation}
\boxed{K=\frac23\chi_{\mathrm{at}}^{\mathrm{SI}}P_F}
\qquad\text{(SI)}.
\label{eq:KSI}
\end{equation}
The two results are the same number. With \(\mu_B=e\hbar/2m_e\) in SI, \(\mu_B=e_G\hbar/2m_ec\) in Gaussian units, and \(\mu_0e^2=4\pi e_G^2/c^2\), one finds \(\mu_0\mu_{B,\mathrm{SI}}^2=4\pi\mu_{B,G}^2\). Thus \(\chi^{\mathrm{SI}}=4\pi\chi^G\), and \((2/3)4\pi=8\pi/3\).

If the orbitals are normalised in a crystal of \(N_c\) atoms, \(P_F\) is smaller by the factor \(N_c\), and the susceptibility of the whole crystal must be used. Another way to write the Gaussian result is \(K=(8\pi/3)\chi_v(\Omega P_F)\). The number \(\Omega P_F\) compares the density at the nucleus with that of a uniform electron.

\subsection{Free electrons and the choice of weight}

In Hartree atomic units, a free electron has \(E=k^2/2\), \(|\nabla_{\mathbf k}E|=k\) and \(|\psi|^2=1/\Omega\). Then
\begin{equation}
N(E_F)=\frac{2\Omega}{8\pi^3}\frac{4\pi k_F^2}{k_F}
=\frac{\Omega k_F}{\pi^2}.
\end{equation}
In Gaussian atomic units \(\mu_B=\alpha/2\), where \(\alpha\) is the fine-structure constant. It follows that
\begin{equation}
\chi_v=\frac{\alpha^2k_F}{4\pi^2},
\qquad
K=\frac{8\pi}{3}\chi_v=\frac{2\alpha^2k_F}{3\pi}.
\end{equation}

The weight in the average matters when speed and density vary together. Take two sheets of equal area: one with speed \(v\) and density \(P\), the other with speed \(v/4\) and no density at the nucleus. The plain area average is \(P/2\). The correct average is
\begin{equation}
\frac{P/v}{1/v+4/v}=\frac P5 .
\end{equation}
The slow sheet raises the susceptibility but adds nothing to the contact field.

\subsection{A model crystal}

The example is a body-centred cubic model with lattice constant 8 bohr, so \(\Omega=8^3/2=256\) bohr\(^3\). There is one electron per atom and, at each nucleus, a Gaussian well \(-V_0e^{-r^2/2w^2}\) of depth \(V_0=0.25\) hartree and width \(w=1.3\) bohr. The Fermi energy is 0.0794 hartree. The lowest band at the centre N of the nearest zone face lies higher, at 0.1024 hartree, and the Fermi surface does not touch the face there. The sampled Fermi radii lie between 0.486 and 0.489 bohr\(^{-1}\).

With a basis of 177 plane waves, used for all numbers below unless stated otherwise, the calculation gives \(N(E_F)=13.268\) hartree\(^{-1}\) and \(P_F=8.979\times10^{-3}\) bohr\(^{-3}\). Hence
\begin{align}
\chi_{\mathrm{at}}
&=(3.6487\times10^{-3})^2(13.268)
=1.766\times10^{-4}\ \text{bohr}^3,\\
K&=8.3776\,(1.766\times10^{-4})(8.979\times10^{-3})
\nonumber\\
&=1.33\times10^{-5}=13.3\ \text{ppm}.
\end{align}
In SI the same result is
\begin{equation}
K=\frac23(3.289\times10^{-34}\ \text{m}^3)
(6.060\times10^{28}\ \text{m}^{-3})
=1.33\times10^{-5}.
\end{equation}

Free electrons of the same density have \(k_F=0.4872\) bohr\(^{-1}\) and \(K=5.51\) ppm. The model shift is larger by a factor 2.41. Of this, \(\Omega P_F=2.30\) comes from the density at the nucleus and 1.05 from the density of states. The model has no core states, so this enhancement is no estimate for a real metal.

As an independent check, the two spin bands were filled at fixed electron number with \(h=0.001\) hartree, which corresponds to 470 T. This large field serves the numerical difference; its orbital effects are not in the model. The occupied volumes give a contact field of 6.2465 mT and \(K=13.2875\) ppm, against 13.2872 ppm from the Fermi-surface formula. The relative difference of \(2.3\times10^{-5}\) comes from the neglected terms of relative order \(h^2\): it falls to \(5.7\times10^{-6}\) at half the field and rises to \(9.1\times10^{-5}\) at twice the field. The chemical potential moves by \(-3.0\times10^{-6}\) hartree. By \eqref{eq:mu}, its negative sign means that \(N(E)\) rises at the Fermi level.

The plain area average is \(8.976\times10^{-3}\) bohr\(^{-3}\), only 0.04\% below \(P_F\). The direct filling nevertheless distinguishes the two: its ratio of spin density to spin imbalance is \(8.9796\times10^{-3}\) bohr\(^{-3}\), much closer to the five-figure value \(P_F=8.9794\times10^{-3}\) bohr\(^{-3}\). The last digits of these values depend on the basis. With 603 plane waves \(P_F\) rises by a similar 0.04\% to \(8.983\times10^{-3}\) bohr\(^{-3}\) and \(K\) rises to 13.292 ppm, while \(N(E_F)\) is unchanged to the digits shown. The area average and the direct filling move with \(P_F\), and their relative differences from it stay the same, so the comparison remains meaningful.

Sample shape matters more here. With \(\chi_v=6.90\times10^{-7}\), equation \eqref{eq:shape} adds \((4\pi/3)\chi_v=2.9\) ppm in a long needle along the field and \(-(8\pi/3)\chi_v=-5.8\) ppm in a plate perpendicular to it. These are bulk corrections from the spin magnetisation alone, not changes in the contact term. Orbital magnetisation, which is not included here, adds its own shape-dependent field.

\subsection{Where the formula needs more}

Exchange between the electrons can enlarge the spin splitting. In a mean-field model with a common shift, the up levels fall by \(h_{\mathrm{eff}}=h+I\Delta N/2\), and the down levels rise by the same amount. Here \(\Delta N\) is the spin imbalance per atom and \(I\) is an exchange energy. Since \(\Delta N=N(E_F)h_{\mathrm{eff}}\),
\begin{equation}
\Delta N=\frac{N(E_F)h}{1-IN(E_F)/2},
\qquad IN(E_F)<2 .
\end{equation}
The spin density at the nucleus is \(N(E_F)h_{\mathrm{eff}}P_F\) and grows by the same factor. Equations \eqref{eq:KG} and \eqref{eq:KSI} remain valid with the enhanced susceptibility.

This fails if the shift \(h_{\mathbf k}\) varies over the Fermi surface. The shell thickness is then \(h_{\mathbf k}/|\nabla_{\mathbf k}E|\), and the part of the spin density at the nucleus that comes from the changed occupations becomes \(N(E_F)\langle h_{\mathbf k}|\psi_{\mathbf k}(0)|^2\rangle_F\). In general this is not the product of the separate averages. An exchange potential that varies in space also changes the orbitals, including those of the core. The up and down densities of the filled states then no longer cancel at the nucleus. This holds for the core and also for the conduction states below the Fermi level, and the polarisation of both must be added. In such a metal a calculation with a spin-dependent potential is needed after all.

For a heavy nucleus, the nonrelativistic contact field and the density at a point nucleus are not adequate, and a relativistic hyperfine calculation must replace them. Even for a light nucleus, the contact term can be small in a good metal. Near the nucleus, an orbital component of angular momentum \(l\) varies as \(r^l\), so only the \(s\) component contributes to \(P_F\). In a fixed potential, a large susceptibility carried by states with little \(s\) character therefore produces little contact shift. Core polarisation by the same states can still produce a sizeable one.

\section*{Numbers as computed}
\begin{verbatim}
FIELD AT THE NUCLEUS FOR m(0) = 1 (Gaussian, units of m(0))
8 pi/3                               8.377580
Biot-Savart field, cubic m           8.377580
Biot-Savart field, axial m           9.215338
dipole integral, axial m             0.837758
MODEL CRYSTAL
lattice constant                     8.0 bohr
atomic volume                        256.0 bohr^3
well depth                           0.25 hartree
well width                           1.30 bohr
plane waves                          177
Fermi energy                         0.07945 hartree
lowest band at zone-face centre N    0.10236 hartree
second band at N                     0.13147 hartree
smallest sampled Fermi radius        0.4861 bohr^-1
largest sampled Fermi radius         0.4885 bohr^-1
N(E_F), both spins, per atom         13.2677 hartree^-1
smallest sampled |psi(0)|^2          0.008500 bohr^-3
largest sampled |psi(0)|^2           0.009487 bohr^-3
P_F, weight dS/|grad E|              8.979422e-03 bohr^-3
plain area average                   8.976201e-03 bohr^-3
enhancement Omega P_F                2.2987
Bohr magneton, Gaussian a.u.         3.648676e-03
chi per atom, Gaussian               1.76631e-04 bohr^3
chi per volume, Gaussian             6.89966e-07
chi per atom, SI                     3.28913e-34 m^3
chi per volume, SI                   8.67036e-06
P_F in SI                            6.05961e+28 m^-3
K, Gaussian formula                  13.2872 ppm
K, SI formula                        13.2872 ppm
DIRECT FILLING OF THE SPIN BANDS
mu_B B0                              0.0010 hartree
B0                                   470.10 T
chemical potential shift             -3.022e-06 hartree
spin imbalance per atom              1.326772e-02
N(E_F) mu_B B0                       1.326773e-02
spin density at nucleus              1.191393e-04 bohr^-3
ratio density/imbalance              8.979635e-03 bohr^-3
contact field                        6.24651 mT
K, direct                            13.2875 ppm
relative difference from formula     2.28e-05
FREE-ELECTRON LIMIT AND CONVERGENCE
free-electron k_F                    0.48722 bohr^-1
free-electron K, closed form         5.5058 ppm
free-electron K, surface integral    5.5057 ppm
larger basis, change of P_F          3.61e-04
larger basis, change of N(E_F)       2.00e-07
more directions, change of P_F       2.05e-06
more directions, change of N(E_F)    4.42e-06
\end{verbatim}
